# Strain-balanced substrate for a two-material superlattice, compared with thickness averaging

A superlattice of two cubic materials is grown on the (001) face of a thick substrate. If every layer is pseudomorphic, all layers share the substrate's in-plane lattice constant $a$. Let $a_1,a_2$ be their relaxed lattice constants and $t_1,t_2$ their relaxed thicknesses in one period. The value $a=a_0$ of least elastic energy is a length, so it can be written

$$a_0=a_2+(a_1-a_2)\,F,$$

with $F$ a pure number. In linear elasticity a layer's energy is proportional to its thickness and to its stiffness. The fourfold symmetry of the (001) plane makes the response to an equal stretch along both in-plane axes depend on a single modulus, $A_i$. The thicknesses and moduli therefore enter through $k_i=t_iA_i$, and since multiplying the whole energy by a constant cannot move its minimum, $F$ depends on $r=k_1/k_2$ and possibly on $\rho=a_1/a_2$. Exchanging the labels must leave $a_0$ unchanged, which requires $F(r,\rho)+F(1/r,1/\rho)=1$.

Thickness averaging sets $F=t_1/(t_1+t_2)$. This is not a function of $r$ and $\rho$ unless the two moduli are tied together, so it cannot be the general answer. One simple function with the required symmetry is $F=r/(1+r)$, but symmetry alone does not select it (the constant $F=\tfrac12$ also qualifies); the energy must be worked out.

Take $x,y$ in the plane and $z$ along growth. The energy density of a cubic crystal without shear is

$$w=\tfrac12C_{11}(e_{xx}^2+e_{yy}^2+e_{zz}^2)+C_{12}(e_{xx}e_{yy}+e_{yy}e_{zz}+e_{zz}e_{xx}).$$

Shear strains add separate positive squares, so they vanish at the minimum. For $e_{xx}=e_{yy}=e$,

$$w=(C_{11}+C_{12})e^2+2C_{12}\,e\,e_{zz}+\tfrac12C_{11}e_{zz}^2 .$$

The top surface is free, so the normal stress $\partial w/\partial e_{zz}=2C_{12}e+C_{11}e_{zz}$ is zero and $e_{zz}=-2(C_{12}/C_{11})e$. Substitution turns the last two terms into $-4C_{12}^2e^2/C_{11}+2C_{12}^2e^2/C_{11}$, and hence

$$w=Ae^2,\qquad A=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .$$

The in-plane stress is $\sigma=(C_{11}+C_{12})e+C_{12}e_{zz}=Ae$. The energy has no factor of one half because two equal stresses do work: $w=\tfrac12(\sigma e+\sigma e)$. A compressed layer has $e<0$ and $\sigma<0$.

The strain of layer $i$ is $e_i=(a-a_i)/a_i$. To compare energies at different $a$, the same atoms must be followed. Consider a column one in-plane unit cell wide, running through one period. In its relaxed state the part in layer $i$ has volume $a_i^2t_i$, so its energy is

$$U(a)=\sum_i a_i^2t_i\,A_i\,\frac{(a-a_i)^2}{a_i^2}=\sum_i k_i(a-a_i)^2 .$$

The factors $a_i^2$ cancel. The layers act as two springs in parallel with stiffnesses $2k_i$ and natural lengths $a_i$. Setting $dU/da=2\sum_ik_i(a-a_i)$ to zero gives

$$\boxed{a_0=\frac{t_1A_1a_1+t_2A_2a_2}{t_1A_1+t_2A_2}}$$

which is $F=r/(1+r)$, with no dependence on $\rho$. If either layer becomes very thin or very soft, $a_0$ tends to the lattice constant of the other. A thick but very soft layer would dominate the thickness average and yet hardly affect the balance.

Equal lengths along $x$ and $y$ were assumed. Nothing is lost by this: the energy is a positive definite quadratic form, symmetric under exchange of $x$ and $y$, so its single minimum must itself be symmetric. As a test, the full tensor energy was minimised with independent in-plane lengths and free out-of-plane strains for five random material pairs. These had lattice constants of 0.5 to 0.6 nm, thicknesses of 2 to 20 nm, $C_{12}$ of 20 to 80 GPa and $C_{11}$ larger than $C_{12}$ by 30 to 200 GPa. Both lengths agreed with the boxed formula to within $2\times10^{-8}$ nm.

The energy at the minimum is not zero. Write $a-a_i=(a-a_0)+(a_0-a_i)$ and $K=k_1+k_2$. The cross term in $U$ contains $\sum_ik_i(a_0-a_i)=0$, so

$$U(a)=K(a-a_0)^2+U_{\min},\qquad U_{\min}=\frac{k_1k_2}{K}(a_1-a_2)^2 .$$

The second expression follows from $a_0-a_1=-k_2(a_1-a_2)/K$ and $a_0-a_2=k_1(a_1-a_2)/K$. No choice of substrate removes the strain from both layers at once; it can remove only their net pull.

That pull follows from virtual work. Let $N$ be the in-plane force per unit length of edge, summed over one period. Stretching the column along $x$ by $da_x$, with its edge along $y$ of length $a$, does work $Na\,da_x$. By symmetry $\partial U/\partial a_x=\tfrac12dU/da=K(a-a_0)$, so

$$N=\frac{K(a-a_0)}{a}=\sum_i\frac{t_iA_i(a-a_i)}{a}.$$

Least energy and zero net force therefore coincide. The mean in-plane stress is defined here as $\bar\sigma=N/(t_1+t_2)$. Each term of the sum is $t_i\sigma_i\,(a_i/a)$. The factor $a_i/a$ appears because $\sigma_i=A_ie_i$ is force per relaxed area, and the relaxed edge has length $a_i$, not $a$.

For the comparison with thickness averaging, let $p_i=t_i/(t_1+t_2)$ and $a_T=p_1a_1+p_2a_2$. Over the common denominator $p_1A_1+p_2A_2$, the numerator of $a_0-a_T$ is

$$p_1A_1a_1+p_2A_2a_2-(p_1A_1+p_2A_2)(p_1a_1+p_2a_2).$$

The terms in $A_1a_1$ combine to $p_1(1-p_1)=p_1p_2$, those in $A_2a_2$ likewise, and the two mixed products carry $-p_1p_2$. Thus

$$a_0-a_T=\frac{p_1p_2\,(A_1-A_2)(a_1-a_2)}{p_1A_1+p_2A_2}.$$

The stiffer material draws the balance towards its own lattice constant. Thickness averaging is right if the moduli are equal, or trivially if the lattice constants are. When the material with the smaller lattice constant is the stiffer one, the product of differences is negative and $a_T$ is too large.

For fixed materials the difference is greatest where $p_1p_2/(p_1A_1+p_2A_2)$ is greatest. Put $p_1=p$ and $p_2=1-p$. The derivative vanishes when

$$(1-2p)\,[A_2+p(A_1-A_2)]-p(1-p)(A_1-A_2)=0 .$$

Expanding and collecting terms gives $A_2(1-p)^2=A_1p^2$, so $p=\sqrt{A_2}/(\sqrt{A_1}+\sqrt{A_2})$. There $p_1A_1+p_2A_2=\sqrt{A_1A_2}$ and $p_1p_2=\sqrt{A_1A_2}/(\sqrt{A_1}+\sqrt{A_2})^2$, and the difference becomes

$$(a_0-a_T)_{\rm ext}=(a_1-a_2)\,\frac{\sqrt{A_1}-\sqrt{A_2}}{\sqrt{A_1}+\sqrt{A_2}} .$$

If the substrate is given and lies between $a_1$ and $a_2$, the thicknesses can be adjusted instead. Setting $N=0$ gives

$$\frac{t_2}{t_1}=\frac{A_1(a_1-a)}{A_2(a-a_2)} .$$

Two other ways of posing the problem give slightly different answers. Minimising $\sum_it_iA_ie_i^2$, the energy per fixed relaxed area of each layer, leads to $\sum_ik_i(a-a_i)/a_i^2=0$, a mean with weights $k_i/a_i^2$. It counts different numbers of cells in the two layers. Setting the plain sum $\sum_it_i\sigma_i$ to zero gives weights $k_i/a_i$, because the edge factor $a_i/a$ is omitted. To see how much this matters, let $d_i=a_i-a_0$, so that $\sum_ik_id_i=0$, and let $v=\sum_ik_id_i^2/K$. For weights $k_ia_i^{-q}$, expand $a_i^{-q}\approx a_0^{-q}(1-qd_i/a_0)$. The shift of the mean is

$$\frac{\sum_ik_i(1-qd_i/a_0)\,d_i}{\sum_ik_i(1-qd_i/a_0)}=-\frac{qv}{a_0}.$$

This is of second order in the misfit, the order at which linear elasticity is itself incomplete. The Keating bond model shows this. Its energy is a sum of squares of changes in the scalar products of bond vectors. For stretches along the cubic axes these changes are linear in the Green strain $E=(a^2-a_i^2)/(2a_i^2)$ and its normal counterpart. Relaxing the normal strain as before gives the density $A_iE^2$, and the column energy is $\sum_ik_i(a^2-a_i^2)^2/(4a_i^2)$. Its derivative is $a\sum_ik_i(a^2-a_i^2)/a_i^2$, so the minimum lies at

$$a^2=\frac{\sum_ik_i}{\sum_ik_i/a_i^2}\approx a_0^2\left(1-\frac{3v}{a_0^2}\right),$$

where $a_i^{-2}$ was expanded to second order in $d_i$. The shift is $-1.5\,v/a_0$. The model leaves out the special bonds at interfaces and any anharmonicity beyond its own form. Third-order elastic constants enter at the same order and can outweigh this shift or reverse its sign, so it illustrates the ambiguity but neither bounds nor corrects it.

The stiffness correction is a clear gain only when it is much larger than such shifts: if the true balance is displaced from $a_0$ towards $a_T$ by more than half of their separation, $a_T$ is the closer of the two. Since $v=p_1p_2A_1A_2(a_1-a_2)^2/(p_1A_1+p_2A_2)^2$, the ratio of $|a_0-a_T|$ to $v/a_0$ is, for moduli that do not differ greatly, roughly the relative difference in modulus divided by the relative misfit.

For a numerical case, take wells with $a_1=0.566$ nm, $t_1=8$ nm, $C_{11}=130$ GPa and $C_{12}=48$ GPa, and barriers with $a_2=0.557$ nm, $t_2=12$ nm, $C_{11}=145$ GPa and $C_{12}=55$ GPa. These are rough values in the regime of germanium wells and silicon-germanium barriers with silicon fraction 0.40. The well modulus is $A_1=130+48-2(48^2)/130=142.55$ GPa, and similarly $A_2=158.28$ GPa. With $k_1=1140.4$ N/m and $k_2=1899.3$ N/m,

$$a_0=0.557+0.009\times\frac{1140.4}{3039.7}=0.56038\ {\rm nm},$$

$$a_T=\frac{8(0.566)+12(0.557)}{20}=0.56060\ {\rm nm}.$$

The difference is $-2.2\times10^{-4}$ nm, close to the extreme of $-2.4\times10^{-4}$ nm that these materials allow at a well fraction of 0.51. Linear interpolation of the lattice constant between well and barrier turns it into a buffer silicon fraction of 0.250 instead of 0.240. The real alloy lattice constant bows below the linear interpolation, which lowers both fractions by about 0.004 and leaves their difference near 0.01. On a buffer matched to $a_T$, balance would need barriers of 10.8 nm instead of 12 nm, with the wells held at 8 nm.

On the balanced substrate the well is strained by $-0.99\%$ and the barrier by $+0.61\%$, with stresses of $-1.42$ and $+0.96$ GPa. Their edge forces are $-11.44$ and $+11.44$ N/m. On $a_T$ the net force is

$$N=\frac{3039.7\times2.234\times10^{-4}}{0.5606}=1.21\ {\rm N/m}$$

per period, a mean tensile stress of 61 MPa. The stored energy is about 0.184 J/m² per period on either substrate, so the benefit of balancing lies in the net force, which accumulates from period to period.

Accumulated force can drive dislocations. A threading dislocation that glides sideways leaves a misfit segment at an interface. If the material above that interface carries edge force $N_h$, the work gained per unit length is $|N_h|\,b\cos\lambda$, where $b\cos\lambda$ is the part of the Burgers vector in the plane and normal to the line. The cost is the line energy. In an isotropic medium with shear modulus $\mu$ and Poisson ratio $\nu$, an edge dislocation with Burgers component $b_e$ has stresses $\sigma_{rr}=\sigma_{\theta\theta}=-D\sin\theta/r$ and $\sigma_{r\theta}=D\cos\theta/r$, with $D=\mu b_e/[2\pi(1-\nu)]$. Its plane-strain energy density is $D^2(2-4\nu\sin^2\theta)/(4\mu r^2)$. Integrating over angle and radius gives $\mu b_e^2/[4\pi(1-\nu)]$ times the logarithm of the outer to inner radius. A screw component has stress $\mu b_s/(2\pi r)$ and gives $\mu b_s^2/(4\pi)$ times the same logarithm. With $b_s=b\cos\beta$ and $b_e=b\sin\beta$ the two add up, and the force needed at height $h$ is

$$R(h)=\frac{\mu b\,(1-\nu\cos^2\beta)}{4\pi(1-\nu)\cos\lambda}\left[\ln\frac hb+1\right].$$

The radii $h$ and $b$ and the added 1 for the core are rough choices. For a $60^\circ$ dislocation, $\cos\beta=\cos\lambda=\tfrac12$. The layers are replaced by an isotropic average medium: $\nu$ is the thickness-weighted mean of $C_{12}/(C_{11}+C_{12})$, and $\mu$ follows from equating the isotropic biaxial modulus $2\mu(1+\nu)/(1-\nu)$ to $K/(t_1+t_2)=152$ GPa. With $\mu=43.4$ GPa, $\nu=0.273$ and $b=a_0/\sqrt2=0.396$ nm the prefactor is about 3.5 N/m, so $R$ is 14.1 N/m at 8 nm and 15.5 N/m at 12 nm.

On $a_0$ the layer forces alternate in sign with equal size, so the total above any interface is either zero or 11.4 N/m in magnitude. This is below $R$ at 8 nm, and $R$ rises with height, so within linear elasticity, at exact balance and with the core term set to 1 the criterion is never met, however many periods are grown. The margin is thin: the 8 nm well is close to its critical thickness of about 10.5 nm on $a_0$, and with a core term of 0.2 or less the first well alone would exceed the criterion. On $a_T$, with the well grown first in each period, the most heavily loaded interface lies beneath the lowest barrier, so after $n$ periods the height above it is $20n-8$ nm. That barrier carries $1899.3\times0.0036/0.5606=12.2$ N/m, and each further period adds 1.21 N/m. After 12 periods the drive is 25.5 N/m against a resistance of about 25.9 N/m; after 13 it is 26.7 against 26.2 N/m. Within linear elasticity and with this isotropic line energy, twelve periods survive. Raising the core term by one would add 3.5 N/m to $R$ and several periods to the count. Cubic anisotropy matters as much: the line energy of a cubic medium with the thickness-weighted elastic constants (taking $C_{44}=67$ and $72$ GPa for well and barrier) gives a prefactor of about 4.3 N/m and 18 to 19 periods. The number is therefore only a rough estimate. The criterion contains no kinetics: exceeding it permits relaxation but does not say how fast relaxation proceeds.

The second-order shifts limit even the balanced design. Here $v=1.9\times10^{-5}$ nm², and the shifts are $-3.4\times10^{-5}$ nm for the plain stress sum, $-6.7\times10^{-5}$ nm for the fixed-area energy and $-5.1\times10^{-5}$ nm for the Keating model. The last was found from explicit bonds and angles, and halving the misfit reduced it by a factor of 4 to within 0.1, as a second-order effect requires. It is about a quarter of $|a_0-a_T|$. If the substrate misses the balance by that amount on the large side, the same isotropic, linear-elastic estimate gives 77 periods.

The anharmonicity of real crystals can matter more. Take rough third-order constants $C_{111},C_{112},C_{123}$ of $-710,-389,-18$ GPa for germanium and $-825,-451,-64$ GPa for silicon, interpolated for the barrier. Adding their cubic terms to the energy in Green strain moves the balance by about $+1.2\times10^{-4}$ nm from $a_0$, roughly half of the way to $a_T$. With these constants the balance lies about midway between $a_0$ and $a_T$, so neither rule is clearly the better one for this example. Scaling all third-order constants by 0.8 or 1.2 places the balance at 0.38 or 0.68 of the way, and changes the period counts below to 41 and 22 or to 20 and 49. The net force per period is about $-0.6$ N/m on $a_0$ and $+0.6$ N/m on $a_T$, and the isotropic dislocation estimate then allows 27 periods on $a_0$ and 31 on $a_T$, instead of an unlimited number and 12. The boxed formula is the linear-elastic answer, and a design that needs the balance to better than about $10^{-4}$ nm must include third-order elasticity.

In a real structure other errors compete with the correction. A barrier 5% too thick moves the balance by $-1.0\times10^{-4}$ nm, nearly half the difference between the two rules. Reading the stated thicknesses as those of the strained layers moves it by $-2.5\times10^{-5}$ nm, because the compressed well is thicker as grown than when relaxed, and the stretched barrier is thinner. A larger effect than these appears after growth, when the stack cools on a wafer that contracts less than the layers do. With rough expansion coefficients of 6, 5 and 3 (in $10^{-6}$/K) for well, barrier and silicon wafer, and a thick wafer that sets the in-plane contraction of everything on it, cooling by 500 K leaves a tensile strain of $(5.4-3)\times10^{-6}\times500=0.12\%$. The corresponding stress of about 180 MPa is three times the 61 MPa that linear elasticity gives for thickness averaging. A stack balanced at growth is thus under tension at room temperature. Because dislocation glide in these semiconductors is thermally activated, balance at the growth temperature is the relevant condition for avoiding relaxation during growth; there, with unchanged moduli, $a_0-a_T$ is only 3% larger in magnitude than computed above. The correction shrinks quickly for barriers with less silicon. If misfit and modulus contrast both scale with silicon fraction, then at a fraction of 0.15 and the same thicknesses $a_0-a_T$ falls to roughly $(0.15/0.40)^2\approx0.14$ of its present value (0.146 when the change of the mean modulus in the denominator is included). The second-order shifts fall in the same proportion, so their relative importance remains. The numerical output below gives further intermediate values, but does not include the estimates with third-order constants or with the line energy of a cubic medium.

## Calculated quantities

```
well: a = 0.566 nm, t = 8.0 nm
well: C11, C12, C44 = 130, 48, 67 GPa
well: biaxial modulus A = 142.55 GPa
well: t*A = 1140.4 N/m
barrier: a = 0.557 nm, t = 12.0 nm
barrier: C11, C12, C44 = 145, 55, 72 GPa
barrier: biaxial modulus A = 158.28 GPa
barrier: t*A = 1899.3 N/m
balanced substrate a0 = 0.560377 nm
thickness average aT = 0.560600 nm
a0 - aT = -2.234e-04 nm
largest a0 - aT over thickness ratio = -2.353e-04 nm
well fraction at that maximum = 0.5131
well on a0: in-plane strain = -0.994 %
well on a0: normal strain = 0.734 %
well on a0: in-plane stress = -1.416 GPa
well on a0: edge force = -11.44 N/m
barrier on a0: in-plane strain = 0.606 %
barrier on a0: normal strain = -0.460 %
barrier on a0: in-plane stress = 0.959 GPa
barrier on a0: edge force = 11.44 N/m
energy per period and area on a0 = 0.1838 J/m^2
energy per period and area on aT = 0.1841 J/m^2
net edge force per period on aT = 1.212 N/m
mean in-plane stress on aT = 60.6 MPa
mean strain (aT - a0)/a0 = 0.0399 %
barrier Si fraction (rough) = 0.40
buffer Si fraction for a0, aT = 0.2499, 0.2400
barrier thickness balancing on aT = 10.81 nm
weighted variance v = 1.899e-05 nm^2
shift, plain mean stress zero = -3.37e-05 nm
shift, energy per fixed area = -6.74e-05 nm
shift, Keating bond model = -5.06e-05 nm
shift, thicknesses taken as grown = -2.51e-05 nm
shift, barrier 5% too thick = -1.02e-04 nm
Poisson ratio, shear modulus = 0.273, 43.4 GPa
Burgers vector length = 0.396 nm
dislocation resistance at 8, 12 nm = 14.05, 15.47 N/m
periods surviving on aT = 12
periods surviving on a0 = 300 (search limit 300)
periods surviving, a0 off by bond-model shift = 77
expansion of well, barrier, wafer = 6e-06, 5e-06, 3e-06 1/K
cooling after growth = 500 K
a0 - aT at growth temperature = -2.310e-04 nm
thermal strain after cooling = 0.120 %
thermal stress after cooling = 182 MPa
```
